# Coherent point image of a centrally obscured pupil

A stop that covers 4% of the area of a projection pupil lowers the peak of a point image by 7.8%, nearly twice the blocked fraction. It also raises the first bright ring from 1.75% to 3.04% of the central peak, while the first dark ring contracts from 14.97 to 14.32 nm. These values belong to a wavelength $\lambda=13.5$ nm, a numerical aperture $\mathrm{NA}=0.55$ and a stop whose radius is $e=0.20$ of the pupil radius. The comparison is with an unobstructed, or clear, pupil of the same aperture, and the field in the open part of the pupil is held fixed. All three changes follow from one fact: the stop removes a field, not an intensity, from the image.

Let the object be a hole in an opaque mask, so small that its diffracted field has the same amplitude and phase everywhere in the pupil. The lens is in focus and free of aberration, and the field is treated as a scalar. Lengths are measured at the image. The pupil transmits spatial frequencies $\mathbf f$ with $e\,\mathrm{NA}/\lambda<|\mathbf f|<\mathrm{NA}/\lambda$. The image field is the Fourier integral of the transmitted spectrum, and dividing by the area $\pi(\mathrm{NA}/\lambda)^2$ of the clear pupil makes the clear-pupil peak equal to one:

$$U(\mathbf r)=\frac{1}{\pi(\mathrm{NA}/\lambda)^2}\int_{\rm open}e^{2\pi i\mathbf f\cdot\mathbf r}\,d^2f .$$

Write $|\mathbf f|=\rho\,\mathrm{NA}/\lambda$, let $\phi$ be the angle between $\mathbf f$ and $\mathbf r$, and define

$$v=\frac{2\pi\,\mathrm{NA}}{\lambda}\,r .$$

The phase is then $v\rho\cos\phi$ and the area element is $(\mathrm{NA}/\lambda)^2\rho\,d\rho\,d\phi$. Since $\int_0^{2\pi}e^{ix\cos\phi}d\phi=2\pi J_0(x)$,

$$U(v)=2\int_e^1J_0(v\rho)\,\rho\,d\rho .$$

The identity $(xJ_1)'=xJ_0$, with $x=v\rho$, gives

$$U(v)=\frac{2}{v^2}\Big[xJ_1(x)\Big]_{ev}^{v}=\frac{2}{v}\left[J_1(v)-eJ_1(ev)\right],\qquad I=U^2 .$$

A direct two-dimensional Fourier sum agreed with this form to within $10^{-10}$ of the clear peak field, at three image points for each of $e=0$, 0.2 and 0.6.

The two terms have a plain meaning. The first is the field of the full disc. The second is the field that the blocked disc would have supplied, and it is subtracted. The blocked disc is smaller by the factor $e$, so its image is wider by $1/e$, and its central field is proportional to its area, $e^2$. Indeed $J_1(x)\to x/2$ for small $x$, so

$$U(0)=2\left(\frac12-\frac{e^2}{2}\right)=1-e^2,\qquad I(0)=(1-e^2)^2 .$$

For $e=0.20$ this is $0.96^2=0.9216$. All open parts of the pupil add in phase at the centre, so the field falls with the open area and the intensity with its square.

The square depends on what is held fixed. The power passing through the pupil is proportional to its open area, $1-e^2$. If the illumination is increased to restore the transmitted power, the intensity is multiplied by $1/(1-e^2)$ and the peak becomes $1-e^2=0.96$ of the clear one. At fixed pupil field, one factor of $1-e^2$ therefore represents lost power. The other represents power that has moved from the centre to other parts of the image.

To compare shapes, divide by the central field. Put $s=e^2$ and $t=\rho^2$, so that $dt=2\rho\,d\rho$:

$$A(v,s)=\frac{U(v)}{1-s}=\frac{1}{1-s}\int_s^1J_0(v\sqrt t)\,dt .$$

Thus $A$ is an average of $J_0$ over the open pupil area. Near the centre $J_0(x)\simeq1-x^2/4$, and the mean of $t$ over $[s,1]$ is $(1+s)/2$. Hence

$$A\simeq1-\frac{v^2(1+e^2)}{8},\qquad \frac{I}{I(0)}\simeq1-\frac{v^2(1+e^2)}{4}.$$

The stop removes the low spatial frequencies, which vary slowly across the image, and the remaining average curves more steeply. If this curvature set the whole width, the lobe would shrink by the factor $1.04^{-1/2}=0.981$. The full width at half maximum actually falls from 12.63 to 12.36 nm, a factor of 0.978.

The narrowing can be proved for every $e$ between zero and one. Differentiating the average with respect to its lower limit and its normalization gives

$$\frac{\partial A}{\partial s}=\frac{-J_0(v\sqrt s)}{1-s}+\frac{1}{(1-s)^2}\int_s^1J_0(v\sqrt t)\,dt=\frac{A-J_0(v\sqrt s)}{1-s}.$$

Let $j_{n1}$ denote the first positive zero of $J_n$. Because $J_0'=-J_1$, the function $J_0$ decreases from $x=0$ to $x=j_{11}=3.8317$. For $0<v\le j_{11}$ its average over $[s,1]$ is therefore smaller than its value at the lower end, and $\partial A/\partial s<0$. In the same range

$$\frac{\partial A}{\partial v}=-\frac{1}{1-s}\int_s^1\sqrt t\,J_1(v\sqrt t)\,dt<0,$$

so $A$ falls steadily with radius. A larger stop lowers this falling curve at each radius, which moves each of its level crossings inward. The crossing $A=1/\sqrt2$ fixes the half-maximum width and the crossing $A=0$ fixes the dark ring, so both shrink.

For the clear pupil $A=2J_1(v)/v$, and the dark ring lies at $j_{11}$. With a stop, it is the root of $J_1(v)=eJ_1(ev)$ below $j_{11}$. It stays above $j_{01}=2.4048$, because at $v=j_{01}$ the integrand $J_0(j_{01}\sqrt t)$ is positive for all $t<1$. In the example

$$\frac{\lambda}{2\pi\,\mathrm{NA}}=3.9065\ \mathrm{nm},$$

and the root moves from $v=3.8317$ to 3.6647. Multiplication gives 14.97 and 14.32 nm, a contraction of 4.4%. The dark radius thus moves by about twice the fraction by which the half-maximum width changes.

The first bright ring is the next extremum of $A$, where the field is negative. Written in terms of $x=v\rho$, the derivative is

$$\frac{\partial A}{\partial v}=-\frac{2}{1-s}\int_e^1J_1(v\rho)\rho^2d\rho=-\frac{2}{(1-s)v^3}\int_{ev}^{v}x^2J_1(x)\,dx .$$

Define $h(x)=x^2J_2(x)$. Since $h'=x^2J_1$, the last integral is $h(v)-h(ev)$, and an extremum requires

$$h(v)=h(ev).$$

The shape of $h$ settles where this happens. It rises from zero on $(0,j_{11})$, where $J_1>0$. Beyond $j_{11}$ it falls, and it returns to zero at $j_{21}=5.1356$. To see that $J_1$ stays negative in between, use $J_1'=J_1/x-J_2$. There $J_2>0$, so $J_1$, once it has reached zero, keeps decreasing. Two different points of $(0,j_{21})$ with equal $h$ must therefore lie on opposite sides of $j_{11}$. Call them $y=ev_*$ and $v_*$:

$$0<y<j_{11}<v_*<j_{21}.$$

As $y$ increases from 0 to $j_{11}$, its partner $v_*$ decreases from $j_{21}$ to $j_{11}$, and the ratio $e=y/v_*$ increases from 0 to 1. Each $e$ thus has one such extremum. The difference $h(v)-h(ev)$ is positive up to $j_{11}$ and negative at $j_{21}$, so $A$ falls until $v_*$ and rises after it. This is the first ring, and its radius also shrinks as the stop grows. For $e=0.20$ the change is small, from 20.06 to 20.01 nm.

Let $m(s)=A(v_*,s)$ be the ring field divided by the central field. When $s$ changes, $v_*$ changes too, but $\partial A/\partial v=0$ there, so

$$\frac{dm}{ds}=\frac{m-J_0(y)}{1-s}.$$

The value of $m$ follows from integration by parts in $t$. Using $dJ_0(v\sqrt t)/dt=-vJ_1(v\sqrt t)/(2\sqrt t)$,

$$\int_s^1J_0(v\sqrt t)dt=J_0(v)-sJ_0(ev)+\frac v2\int_s^1\sqrt t\,J_1(v\sqrt t)dt .$$

The last integral is proportional to $\partial A/\partial v$ and vanishes at $v_*$. Hence $(1-s)m=J_0(v_*)-sJ_0(y)$. Subtracting $(1-s)J_0(y)$ from both sides and inserting the result above gives

$$\frac{dm}{ds}=\frac{J_0(v_*)-J_0(y)}{(1-s)^2}.$$

The sign of the numerator is not obvious, because $J_0$ has its minimum at $j_{11}$, between $y$ and $v_*$. The extremum condition decides it. Since $\int_y^{v_*}x^2J_1dx=0$, any constant multiple of this integral may be subtracted:

$$J_0(y)-J_0(v_*)=\int_y^{v_*}J_1(x)\,dx=\int_y^{v_*}\left(\frac1{x^2}-\frac1{j_{11}^2}\right)x^2J_1(x)\,dx>0 .$$

Below $j_{11}$ the bracket and $J_1$ are both positive. Above it both are negative. The integrand is therefore positive apart from the single point $x=j_{11}$, and $dm/ds<0$. As $m$ is already negative, its magnitude grows. The first ring becomes stronger relative to the centre for every increase of $e$ between zero and one.

For a small stop these results become simple rules. At $s=0$ the clear ring has $v_*=j_{21}$ and $m=J_0(j_{21})=-0.1323$, while $y=0$ and $J_0(y)=1$. Therefore $dm/ds=-(1+0.1323)$, and to first order in $e^2$

$$m^2\simeq0.0175+2(0.1323)(1.1323)e^2=0.0175+0.300\,e^2 .$$

For the dark ring, $\partial A/\partial s=-1$ at $s=0$ and $v=j_{11}$. The radial derivative there is $-2J_2(j_{11})/j_{11}$. The recurrence $J_0+J_2=2J_1/x$ gives $J_2(j_{11})=-J_0(j_{11})=0.4028$, so

$$\delta v\simeq-\frac{j_{11}}{2(0.4028)}\,e^2=-4.757\,e^2 .$$

At $e=0.20$ the rules give a ring of 2.95% instead of 3.04%, and a dark-ring shift of $-0.190$ instead of $-0.167$. The first-order shift is thus too large by about 14% of the true shift, so the full root is preferable even for this modest stop.

The subtraction picture also shows why a small stop affects the ring so strongly. At the ring the clear field is $-0.1323$. With the stop, the field on the same scale is $-0.1742\times0.96=-0.1672$. The missing disc has contributed a further $-0.035$, close to the $-0.04$ that it contributes at the centre, because its own image is broad. At the centre this reduces a positive field of 1. At the ring it reinforces a small negative field. The ring intensity relative to the clear peak rises from 0.0175 to 0.0280, and division by the reduced central peak brings it to 0.0304. The ring-to-peak ratio has grown by a factor of 1.73.

Relative and absolute ring strength do not follow the same law at large $e$. The absolute ring field is $(1-s)m$, the extremum of $U=\int_s^1J_0(v\sqrt t)dt$. Differentiating at the extremum leaves the lower-limit term:

$$\frac{d}{ds}\left[(1-s)m\right]=-J_0(y).$$

The negative ring field grows in magnitude while $y<j_{01}$ and shrinks after that. Because $y$ increases steadily with $e$, there is one turning point, at $e=0.498$. Near it, at $e=0.50$, the ring carries 5.4% of the clear peak intensity and 9.6% of its own central peak. The latter has dropped to 0.5625. The dark radius is then 82% of the clear value.

As $e\to1$, the average reduces to its value at the rim, $A\to J_0(v)$. The dark ring approaches $v=2.4048$, or 63% of the clear radius, and the ring approaches $0.4028^2=16.2\%$ of the peak. The peak itself vanishes as $(1-e^2)^2$. A thin annulus therefore gives a narrow centre at a high cost in light and contrast.

The energy in the central lobe makes this cost visible. Since $U$ is the Hankel transform of a function equal to 2 in the open pupil and zero elsewhere, Parseval's relation gives

$$\int_0^\infty U^2v\,dv=\int_e^1 4\rho\,d\rho=2(1-e^2).$$

Relative to this total, the energy inside the first dark ring falls from 83.8% for the clear pupil to 76.4% at $e=0.20$, 47.9% at $e=0.50$ and 17.2% at $e=0.80$. A narrower lobe does not mean that the light is better confined.

The example lies in the regime of high-aperture extreme-ultraviolet projection, where mirror openings produce a central obscuration of roughly a fifth of the pupil radius. The real obscuration need not be a perfect circle, and the clear pupil used here for comparison is hypothetical. At this aperture the scalar field is itself an approximation. A vector calculation for unpolarized light gives half-maximum widths of 12.94 nm without the stop and 12.67 nm with it, about 0.3 nm above the scalar values. The peak ratio remains 0.922. At the ideal dark radius, however, the intensity is 1.0% of the peak instead of zero.

Real exposures also depart from perfect focus and from an ideal recording medium. A defocus of 20 nm, chosen as a representative size, leaves 83% of the ideal obscured peak. It raises the ratio of obscured to clear peak from 0.922 to 0.935. The leading defocus phase is linear in $t$, with a magnitude of $\pi\,\mathrm{NA}^2zt/\lambda$ for defocus $z$. Averaging the corresponding phase factor over an interval of length $1-e^2$ multiplies the peak, in this leading approximation, by

$$\left[\frac{\sin q}{q}\right]^2,\qquad q=\frac{\pi\,\mathrm{NA}^2z(1-e^2)}{2\lambda}.$$

For the obscured pupil at 20 nm this gives 0.857, against 0.831 with the full defocus phase. The stop shortens the interval and so reduces the phase spread. At the ideal ring radii, defocus brings the relative intensities to 3.4% without the stop and 4.2% with it, so much of the contrast between the two pupils is lost. Spherical aberration of 0.2 nm rms matters less: it leaves about 99% of the obscured peak and a ring reading of 3.07%.

A Gaussian resist blur with a standard deviation of 3 nm has a larger effect. It leaves 76% of the obscured peak and widens the lobe from 12.36 to 13.78 nm, several times the 0.27 nm gained from the stop. At the ideal dark radius the blurred intensity is 4.1% of the peak, higher than the 2.8% at the ideal ring radius, so the ideal dark ring is no longer recognizable there. Only a shallow minimum remains, near 17.0 nm, at 2.6% of the peak. Under the same blur the clear pupil gives a width of 14.05 nm. The stop still narrows the lobe by about 0.27 nm, but this is a small part of the recorded width.

The mask hole must also have a finite size. For a hole of radius $a$ illuminated along the axis, with $w=2\pi\,\mathrm{NA}\,a/\lambda$, the transform of the disc gives a central field, relative to that of an open mask imaged through the clear pupil, of

$$U_{\rm hole}(0)=\int_e^1wJ_1(w\rho)\,d\rho=J_0(ew)-J_0(w).$$

For $a=5$ nm at image scale this is 0.353. Even for this small hole the central intensity is only 81% of the value obtained by extending the point-hole law to the same area. The ring readings become 1.4% without the stop and 2.7% with it. For larger holes the point pattern should not be used as the image profile. With the clear pupil the image increasingly reproduces the filled shape of the hole on average, but with coherent ringing: the central intensity $[1-J_0(w)]^2$ is 1.55 of the open-mask value at $a=40$ nm and 0.70 at $a=75$ nm. With the stop, the same axial illumination loses its undiffracted light, so once $ew$ is well above one the interior becomes dark on average and most of the light lies in a band around the edge, with almost none at the edge itself. The change is gradual and not monotonic: the central intensity $[J_0(ew)-J_0(w)]^2$ is still 0.79 of the open-mask value at $a=20$ nm, and at $a=75$ nm, where $ew$ is close to $j_{11}$, a central spot of 0.32 remains. These estimates treat the mask as infinitely thin. A real absorber has a thickness comparable with the width of such a small hole on the mask, so the light already spreads within the opening and the numbers are only a guide.

The assumption of an opaque mask is more delicate. A dark region with 2% of the reflectivity of the bright region leaks a field of $\sqrt{0.02}=0.141$. This is 0.40 of the central field of the 5 nm hole, whereas the ideal ring field is 0.174 of the central field. Under illumination along the pupil axis, the uniform leakage arrives at $\rho=0$, where the stop removes it. The remaining image is driven by the difference between the fields of the hole and its surround, so its intensity still changes by a factor between 0.74 and 1.30, depending on their relative phase, while its shape is unchanged. Under oblique illumination that enters the open annulus, the uniform leakage passes and interferes with the hole image. The estimate uses the axial value for the hole field and leaves the relative phase open, but it shows that leakage can outweigh the ring.

This last case marks a general limit of the result. A point hole fills the pupil evenly, so the stop removes the fraction $e^2$ of the field at the centre of its image. A periodic mask sends light into separate diffraction orders. An order that lands inside the stop or beyond the pupil edge is lost completely, and one that lands in the open part of the pupil is untouched. The factor $(1-e^2)^2$ is a property of the point image and cannot be applied as a uniform loss to an arbitrary mask pattern. The numerical output gives the ideal pattern for six values of $e$, the separate effects of the vector field, defocus, spherical aberration, hole size and blur, and the size of the leakage field.

## Numbers as computed

```
wavelength 13.5 nm, NA 0.55, obscuration e 0.2
radius per unit v: 3.9065 nm
Bessel zeros j01, j11, j21: 2.4048 3.8317 5.1356
J0 at j11, j21: -0.4028 -0.1323
small-e dark shift / e^2 (in v): -4.7568
small-e relative ring rise / e^2: 0.2996
e of brightest absolute ring: 0.4984
ideal pattern; ring/peak is relative, ring abs is to clear peak
   e   peak   dark v  ring v  ring/peak ring abs lobe energy
 0.00 1.0000  3.8317  5.1356   0.01750  0.01750   0.8378
 0.10 0.9801  3.7858  5.1347   0.02056  0.02015   0.8184
 0.20 0.9216  3.6647  5.1215   0.03035  0.02797   0.7638
 0.35 0.7700  3.4128  5.0296   0.05854  0.04508   0.6348
 0.50 0.5625  3.1444  4.8226   0.09634  0.05419   0.4786
 0.80 0.1296  2.6665  4.2311   0.15274  0.01980   0.1716
example, clear then obscured:
dark radius: 14.969 14.316 nm
dark radius ratio: 0.9564
ring radius: 20.062 20.007 nm
ring field / central field: -0.1323 -0.1742
relative ring strength ratio: 1.7345
peak at equal transmitted power: 0.9600 of clear
defocus 20.0 nm, spherical 0.2 nm rms
hole radius 5.0 nm, blur sigma 3.0 nm
effects: peak = obscured/clear; FWHM in nm; c clear, o obscured
ring and dark = intensity/own peak at the ideal radii
effect     peak   FWHM c FWHM o ring c  ring o  dark o
ideal     0.9216  12.629 12.356 0.01750 0.03035 0.00000
vector    0.9217  12.935 12.671 0.01767 0.03053 0.01026
defocus   0.9352  12.725 12.429 0.03406 0.04218 0.02350
spherical 0.9226  12.628 12.359 0.01820 0.03069 0.00002
hole      0.9136  12.871 12.564 0.01392 0.02679 0.00043
blur      0.9119  14.051 13.777 0.01546 0.02834 0.04132
obscured peak / ideal obscured peak:
  defocus: 0.8311
  spherical: 0.9925
  hole: 0.8069
  blur: 0.7569
mask leakage reflectivity 0.02, field 0.1414
hole central field / open-mask field: 0.3532
leakage field / hole central field: 0.4005
```
